Dipole strength from 4d^n into an empty 4f shell

Q: Tin ions with an open 4d shell have crowded spectra. Coulomb repulsion and spin-orbit coupling mix their states thoroughly. What could be simple about their absorption into 4f?

A: The total over the upper configuration. Averaged uniformly over all 4d^n states, the dipole strength into an empty 4f shell is n times that of one 4d electron. Summed over three perpendicular polarizations, it even has this value for each state separately.

Q: That is stronger than an average, so define the quantities before defending it.

A: The dipole operator, with the charge left out, has the components

r_0 = z, r_±1 = ∓(x ± iy)/√2, D_q = Σ_i r_q(i).

Strengths are squared matrix elements of D_q, in a0². For an initial state |i⟩ of 4d^n, let S_q(i) be the sum of |⟨f|D_q|i⟩|² over every state f of 4d^(n−1)4f. One orthonormal set of orbitals serves both configurations, and all 4d-4f pairs share the radial integral R = ⟨4f|r|4d⟩. Other shells are spectators for now. The single-electron strength s is the sum over q and over all 4f orbitals, starting from one 4d orbital. The dipole operator leaves spin unchanged.

Q: Does s depend on which 4d orbital I start from?

A: No. Let P_f project onto the 4f orbitals, and consider the operator

X = Σ_q r_q† P_f r_q = x P_f x + y P_f y + z P_f z

within the 4d orbitals. The cross terms in x and y cancel between q = +1 and q = −1. X is a scalar product with a rotation-invariant projector inside, so it commutes with the orbital angular momentum. Commuting with L_z makes it diagonal in m, with values x_m. Commuting with L_+ gives

X L_+|m⟩ = L_+ X|m⟩ = x_m L_+|m⟩.

But L_+|m⟩ is proportional to |m+1⟩, so x_(m+1) = x_m. All five values are equal, and X = s·1.

Q: Then calculate s from one convenient orbital.

A: Take m = 2, whose angular function is proportional to u², with u = (x + iy)/r. Multiplying by a component of r/r gives an odd polynomial of degree three on the sphere, which contains l = 1 and l = 3. Since x² + y² + z² = r², the angular strengths into these two values add to 1. The l = 1 part is easy. From m = 2 a dipole step can reach m' = 1, 2 or 3, and l = 1 has m' = 1 alone. That function is proportional to u and is reached through (x − iy)/(√2 r) = u*/√2.

Let an overbar denote the average over the sphere. With c = cos θ, the averages of c² and c⁴ are 1/3 and 1/5, so

avg(sin²θ) = 1 − 1/3 = 2/3,
avg(sin⁴θ) = 1 − 2/3 + 1/5 = 8/15.

I write avg instead of the bar. The unnormalized overlap is avg(u* u* u²)/√2 = avg(sin⁴θ)/√2. Squaring and dividing by the norms of u and u² gives

p share = [(8/15)²/2] / [(2/3)(8/15)] = (8/15)(3/4) = 2/5.

The f share is 1 − 2/5 = 3/5. Restoring the radial integral,

s = (3/5) R².

Q: Now comes the part I doubt. With several electrons, antisymmetry should produce interference between different electrons making the jump.

A: It is included if we use creation and annihilation operators. Let d_mσ remove a 4d electron and f†_m'σ create a 4f electron. With t^q_m'm = ⟨4f m'|r_q|4d m⟩, the part of D_q leading from 4d^n to 4d^(n−1)4f is

T_q = Σ t^q_m'm f†_m'σ d_mσ, summed over m', m and σ.

Because the final states form a complete basis of the upper configuration, their sum is an identity there:

S_q(i) = Σ_f ⟨i|T_q†|f⟩⟨f|T_q|i⟩ = ⟨i|T_q† T_q|i⟩.

Writing out the product,

T_q† T_q = Σ (t^q_am)* t^q_bk d†_mσ f_aσ f†_bτ d_kτ,

where a and b label 4f orbitals, m and k label 4d orbitals, and σ and τ are spins. Use the anticommutation rule

f_aσ f†_bτ = δ_ab δ_στ − f†_bτ f_aσ.

The last term meets a state with no 4f electron and gives zero. What remains is

T_q† T_q = Σ M^q_mk d†_mσ d_kσ, M^q_mk = Σ_a (t^q_am)* t^q_ak.

No two-electron operator remains. Interference could enter only through off-diagonal elements of M^q.

Q: Can such off-diagonal elements matter in a strongly coupled state?

A: Not for the components r_q. Each takes orbital m only to m + q, so two different 4d orbitals never reach the same 4f orbital, and M^q is diagonal. Polarization along x is different: x combines r_+1 and r_−1, so orbitals m and m ± 2 can reach the same 4f orbital and interfere. In the sum over three perpendicular polarizations the off-diagonal elements vanish for either choice, because the sum of the matrices is the matrix of X, which is s·1. Therefore

Σ_q S_q(i) = s Σ_mσ ⟨i|d†_mσ d_mσ|i⟩ = n s.

The sum of the occupation numbers is n for any state of 4d^n, whatever its term, its J or its superposition of determinants. Explicit sums over determinants for n = 1 to 10, with R = 1 a0, deviate from n s by at most 1.7 × 10⁻¹⁴ a0².

Q: Then why mention a uniform average?

A: It is needed for a fixed polarization. Average over the C(10,n) determinants; the average is a trace, so any other orthonormal basis gives the same number. The expectation value of d†_mσ d_kσ in a determinant vanishes unless m = k. A given spin-orbital is occupied in C(9,n−1) determinants, so its mean occupation is

C(9,n−1)/C(10,n) = [9!/((n−1)!(10−n)!)] [n!(10−n)!/10!] = n/10.

The two spin directions together give

avg S_q = 2(n/10) Tr M^q = (n/5) Tr M^q.

Q: You still need the three traces to be equal.

A: Consider T_ab = Tr(x_a P_f x_b) over the 4d orbitals, where a and b are Cartesian directions. Rotations leave this array unchanged. Half-turns about the axes reverse the sign of each off-diagonal element, which must then be zero, and quarter-turns interchange the diagonal elements. So T_ab = T δ_ab. For r_±1 the trace is (T_xx + T_yy)/2 = T, and for r_0 it is T_zz = T. Their sum is Tr X = 5s, hence T = 5s/3 = R². It follows that

avg S_q = (n/5)(5s/3) = n s/3.

Q: Show me a case where one polarization really distinguishes the states.

A: Take q = 0, polarization along z. Multiplication by z conserves m, so M^0 is diagonal. For m = ±2, the function c u² is entirely l = 3, since l = 1 has no m = ±2. With avg(sin⁶θ) = 1 − 1 + 3/5 − 1/7 = 16/35,

M^0(±2)/R² = avg(c² sin⁴θ)/avg(sin⁴θ) = (8/15 − 16/35)/(8/15) = 1/7 = 5/35.

For m = 0 the angular function is P = (3c² − 1)/2, with avg(P²) = 1/5. The norm of cP relative to that of P is

avg(c²P²)/avg(P²) = (5/4)(9/7 − 6/5 + 1/3) = 11/21.

Its l = 1 part has to be subtracted. Since avg(c²P) = (3/5 − 1/3)/2 = 2/15, that part is (2/15)²/[(1/3)(1/5)] = 4/15. Thus

M^0(0)/R² = 11/21 − 4/15 = 27/105 = 9/35.

The trace is R², so m = ±1 gives (1 − 9/35 − 10/35)/2 = 8/35 each. In 4d², two electrons of opposite spin with m = 0 have strength 18R²/35. Two electrons confined to m = ±2 have 10R²/35. The mean is 2R²/5 = 14R²/35. For R = 1 a0 these numbers are 0.514, 0.286 and 0.400 a0².

Q: A plasma populates low levels more than high ones. Does that spoil the average?

A: Not the total over polarizations, because every state has the same n s. For one polarization, it suffices that each level has equal populations in its magnetic sublevels. The sublevel average is then rotation-invariant, so the argument used for T_ab makes the three polarizations equal, at n s/3 each. An aligned population, with unequal sublevels, can depart from this value.

Q: Check the ends of the shell, and then the reverse process.

A: For n = 1 the total is s, as it must be. For n = 10 there is one state, the closed shell, with total strength 10s and 10s/3 in each polarization.

In emission, the same squared matrix elements are shared among the upper states. The sum over all pairs is C(10,n) n s, and there are 14 C(10,n−1) upper states. Since C(10,n)/C(10,n−1) = (11−n)/n,

mean emission strength per upper state = (11−n) s/14.

The factor 11−n counts the holes in a 4d shell holding n−1 electrons. Here the average is essential. For example, 4d4f has a level with J = 6, whereas 4d² reaches J = 4 at most. A dipole transition changes J by at most one, so that level has no strength to 4d².

Q: Let us have numbers for a real ion.

A: Take Sn12+, with ground configuration 4d². The orbitals are nonrelativistic Hartree–Fock orbitals in the field of Sn13+, its 4d electron spread evenly over the ten spin-orbitals. Both 4d and 4f belong to this field, so they form one common set. The magnitude of R is 0.8882 a0, and

s = 0.6 × (0.8882)² ≈ 0.473 a0²,
n s = 2 × 0.4734 ≈ 0.947 a0².

One polarization has the mean 0.947/3 ≈ 0.316 a0². The mean emission strength per 4d4f state is 9 × 0.4734/14 ≈ 0.304 a0². After diagonalization of the Coulomb matrix of 4d², each level still has 0.947 a0² per state.

Q: May I replace strength by oscillator strength in the law?

A: No, because oscillator strength also contains the transition energy. In atomic units, for an initial state i,

f(i) = (2/3) Σ_f (E_f − E_i) Σ_q |⟨f|D_q|i⟩|².

Two states with equal n s can have different f(i), since their transition energies differ. With 4d4f kept separate from other upper configurations, the strength-weighted mean energy is 83.5 eV, or 3.070 hartree. The mean oscillator strength is therefore (2/3) × 3.070 × 0.947 ≈ 1.94.

Nor may the mean energy be replaced by the difference of the configuration averages, which is 80.6 eV. The 4d² states all carry the same weight, but the 4d4f states do not. Their unequal strengths raise the mean by 3.0 eV.

Q: The 4p shell lies just below. Surely 4p electrons can jump into the 4d holes at similar energies.

A: They can, and leaving them out is a serious omission in the picture so far. Let p_kσ remove a 4p electron, and let v^q_mk = ⟨4d m|r_q|4p k⟩. The product of the excitation operator and its adjoint contains

p†_kσ d_mσ d†_m'τ p_k'τ = p†_kσ p_k'τ d_mσ d†_m'τ.

Moving p past two 4d operators produces two minus signs, which cancel. In a full 4p shell p†_kσ p_k'τ gives δ_kk' δ_στ. The remaining matrix Σ_k (v^q_mk)* v^q_m'k, summed over q, is rotation-invariant in the 4d orbitals and so proportional to the identity. Its value is the strength connecting one 4d orbital with all 4p orbitals, for which we found the angular share 2/5. The operators d_mσ d†_mσ count holes, hence

strength of 4p⁶4d^n → 4p⁵4d^(n+1) = (10−n)(2/5) R_pd²,

again for every initial state. In Sn12+, R_pd has magnitude 0.8317 a0. This gives 0.277 a0² per hole and 2.21 a0² for eight holes, more than twice the 4d-4f total.

Q: If the two upper configurations mix, what is left of your law?

A: The sum of the two strengths. Let P_1 and P_2 project onto the two configurations. Mixed eigenstates form a complete basis of the combined space, so their total strength is Σ_q⟨i|D_q†(P_1 + P_2)D_q|i⟩. There is no cross term between the projectors, and

total = n s + (10−n)(2/5)R_pd² = 0.9467 + 2.2137 ≈ 3.160 a0².

The value obtained after Coulomb mixing is the same, 3.160 a0². The separate shares lose their meaning as groups of spectral lines. If I collect the mixed states that are more than half 4d4f, they carry 0.892 a0², about 6% below n s. This small difference does not show that mixing is weak; it depends on where the dividing line is drawn.

Q: Can mixing move the spectrum while it preserves the total?

A: Yes. Before mixing, the mean energies are 83.5 eV for 4d4f and 86.2 eV for 4p⁵4d³. Weighting them by strength gives

(0.947 × 83.53 + 2.214 × 86.19)/3.160 ≈ 85.4 eV.

After mixing the mean is 92.7 eV, above both separate means. The energy-weighted sum contains ⟨i|D_q†HD_q|i⟩. When D_q|i⟩ has parts in both configurations, the Coulomb coupling between them adds cross terms. The diagonal blocks and the initial energies are unchanged, so these cross terms account for the whole rise of 7.3 eV. The rms width becomes 2.5 eV, compared with 3.1 and 5.8 eV for the separate configurations.

Q: How does this stand beside a tin plasma source for lithography?

A: Such sources use light near 13.5 nm, or 91.8 eV, from several tin ions with open 4d shells, Sn12+ among them. The electron temperature is roughly some tens of eV. The model's unmixed 4d4f mean corresponds to 14.8 nm, and the mixed mean to 13.4 nm. So replacing the isolated 4d4f configuration by the two mixed configurations raises the mean by 9.2 eV within this model. The closeness of 13.4 to 13.5 nm is no proof of accuracy. Scalar relativity, which by itself widens the 4p-4d orbital gap by about 5 eV, is absent; with scalar-relativistic orbitals the mixed mean moves to about 96.0 eV, or 12.9 nm, and the rms width falls to about 1.5 eV. So is correlation outside the listed configurations, and the mean is an equal-weight average over 4d² states, not an emission spectrum.

Q: Spin-orbit coupling is missing as well. Is that serious?

A: For the positions of lines, yes. Estimated with nonrelativistic orbitals, the 4p parameter is about 4.9 eV; relativistic orbitals give about 6 eV. A single 4p hole is split by 3/2 of the parameter, roughly 7 to 9 eV. The mixed array is not split by that amount. With a 4p parameter of 6 eV its rms width grows from 2.5 to about 3.9 eV, while the strength-weighted mean stays at 92.7 eV. For the total 4d-4f strength the effect is smaller. With common radial orbitals, spin-orbit coupling merely forms new superpositions, and n s stands. What can break the law is a dependence of R on j. An estimate with spin-orbit coupling in the orbital equations gives 0.886 a0 for d3/2-f5/2 and 0.890 a0 for d5/2-f7/2. Relative to the common R, the corresponding strengths change by about −0.5% and +0.4%. Scalar relativity shifts the common R itself to about 0.893 a0, which raises s by about 1%.

Q: And the other assumptions?

A: The most important one is that the initial state is pure 4d². In a real ion, Coulomb repulsion also mixes in excited configurations of the same parity, chiefly 4p⁴4d⁴ and 4p⁵4d²4f. In the lowest ³F state their weight is only about 2.5%, but their amplitudes interfere with the main one and lower the combined 4p-4d and 4d-4f strength from 3.16 to about 2.5 a0², counting all final configurations built from these shells; about 2.4 a0² of it goes into 4d4f and 4p⁵4d³. The counting law is exact for pure configurations, and only a first estimate for the ion.

The choice of orbitals matters too. Calculated in the field of 4d² instead of 4d¹, for the same nucleus, R rises to 0.911 a0 and s by about 5%. The law also counts a single final shell. In the chosen field, 4f takes 89% of the strength from 4d into all f orbitals. The 5p shell adds 0.059 a0² per 4d electron, or 12% of s. Retardation across the ion is measured by (kr)², about 4 × 10⁻⁴, so the dipole form is adequate at this level.

Q: In a hot plasma, is 4f really empty?

A: Not in every ion. If one electron already occupies 4f, a final spin-orbital is free with mean probability 13/14 in a uniform average. The off-diagonal terms vanish in the trace, so the strength per 4d electron becomes 13s/14. For 4d4f → 4f² this is 13 × 0.4734/14 ≈ 0.440 a0², with R held fixed.

At a rough temperature of 30 eV, the Boltzmann ratio of 4d4f to 4d² populations, using the configuration averages, is

(140/45) exp(−80.56/30) ≈ 0.21.

Taking these two configurations alone, the mean strength for promotion into 4f is

(0.947 + 0.212 × 0.440)/1.212 ≈ 0.86 a0²,

about 9% below n s. This shows the effect of blocking, not the average over a plasma. The 720 states of 4p⁵4d³ lie on average only about 70 eV above 4d², so in equilibrium at 30 eV they would hold about 1.5 times the 4d² population. Each has three 4d electrons and an empty 4f shell, hence strength 3s. Including them raises the mean to about 1.17 a0², above n s. Even this is not final: 4p⁴4d⁴ and 4p⁵4d²4f would each hold about 0.6 times the 4d² population and take the mean to about 1.24 a0². A radiating plasma need not be in thermal equilibrium at all.

Q: Could I at least scale the total by n along the tin series?

A: As a first estimate, but s changes too. With each ion's orbitals taken from its own parent field, the results are:

Sn13+, n = 1: s = 0.450, n s = 0.450 a0²
Sn12+, n = 2: s = 0.473, n s = 0.947 a0²
Sn10+, n = 4: s = 0.522, n s = 2.088 a0²
Sn8+, n = 6: s = 0.567, n s = 3.401 a0²

From Sn13+ to Sn8+ the total grows by a factor of 7.6, not 6, because s itself grows by 26%. The factor n counts electrons within one ion; the radial integral has to be found anew for each ion. The numerical output below gives the remaining digits.

Computed results

```
largest deviation from n*s, n=1..10 (R=1): 1.7e-14 a0^2
4d^2 states: 45; 4d4f states: 140; 4p^5 4d^3 states: 720
q=0 strength of 4d^2 states, R=1: min 0.2857, mean 0.4000, max 0.5143 a0^2
blocking factor with one 4f electron: 0.9286
Sn12+ (4d^2), Hartree-Fock parent-field orbitals:
|<4f|r|4d>| = 0.8882 a0
same on finer radial grid = 0.8882 a0
single-electron strength s = 0.4734 a0^2
total strength n*s = 0.9467 a0^2
explicit strength per level: min 0.9467, max 0.9467 a0^2
mean for one polarization n*s/3 = 0.3156 a0^2
mean emission strength per 4d4f state = 0.3043 a0^2
4d^2 to 4d4f configuration-average gap = 80.56 eV
strength-weighted mean energy, 4d4f alone = 83.53 eV
  wavelength of that energy = 14.84 nm; rms width = 3.08 eV
oscillator strength per state, 4d4f alone = 1.937
photon energy at 13.5 nm = 91.84 eV
Neglected effects, same ion:
|<4p|r|4d>| = 0.8317 a0
4p-4d strength per 4d hole = 0.2767 a0^2
4p-4d total strength = 2.2137 a0^2
mean energy, 4p^5 4d^3 alone = 86.19 eV; rms width = 5.82 eV
sum of both strengths = 3.1604 a0^2
sum after Coulomb mixing = 3.1604 a0^2
mean energy after mixing = 92.71 eV; rms width = 2.49 eV
  wavelength of that energy = 13.37 nm
strength on mixed states over half 4d4f = 0.8915 a0^2
spin-orbit parameter: 4d 0.61 eV, 4p 4.94 eV
|R| with spin-orbit: d3/2-f5/2 0.8858, d5/2-f7/2 0.8899 a0
|R| with orbitals from 4d^2 field = 0.9105 a0
<r^2> of 4d = 0.8822 a0^2
4f share of 4d strength into all f orbitals = 89.4 %
4d-5p strength per electron = 0.0587 a0^2
retardation measure (k r)^2 = 4.4e-04
4d4f/4d^2 Boltzmann population ratio at rough 30 eV = 0.212
Tin series (n, ion, |R| in a0, s in a0^2, n*s in a0^2):
  1  Sn13+  0.8664  0.4504  0.4504
  2  Sn12+  0.8882  0.4734  0.9467
  4  Sn10+  0.9327  0.5220  2.0880
  6  Sn8+  0.9720  0.5669  3.4011
```
